# Counting the optical phonons emitted by a hot electron

**An electron enters the drain of a silicon transistor with 0.7 eV more than its thermal energy, and cools mainly by emitting optical phonons of 60 meV. How many more of these phonons does it emit than it absorbs, and how does that number scale?**

## The energy balance

Let \(\Delta E\) be the mean initial energy of the electron minus its mean final energy. The final state is thermal equilibrium with the lattice. In a parabolic band the mean thermal energy is \(3k_BT/2\), which is 39 meV at 300 K, so the electron starts at 0.739 eV above the band edge.

Suppose first that no field acts and that the electron exchanges energy with the lattice alone. Each emission of an optical phonon lowers the electron energy by \(\hbar\omega\), and each absorption raises it by the same amount. If all other phonons together receive the net energy \(E_{\rm other}\), then

\[
\Delta E=\hbar\omega\,(n_{\rm em}-n_{\rm abs})+E_{\rm other}.
\]

With the optical share \(s=1-E_{\rm other}/\Delta E\), this becomes

\[
n_{\rm em}-n_{\rm abs}=\frac{s\,\Delta E}{\hbar\omega}.
\]

For \(s=1\) the result is \(0.70/0.060=11.7\), or about twelve. This is the value when practically all the energy takes the optical path. If that path is merely the main one, the count is smaller in proportion to \(s\), which has to be estimated.

The count is a mean. One electron emits a whole net number of phonons, and the rest of the energy goes to other phonons or appears in the spread of final energies.

## Why temperature changes the traffic but not the balance

The mean occupation of the optical mode is

\[
N=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\]

At 300 K, \(k_BT=25.85\) meV and \(N=0.109\). Emission is proportional to \(N+1\) and absorption to \(N\). From the definition of \(N\), their ratio is \((N+1)/N=e^{\hbar\omega/k_BT}=10.2\), if the densities of final states are taken as equal.

In that approximation the electron makes a biased walk on a ladder with rungs \(\hbar\omega\) apart. The next event is an absorption with probability \(p=N/(2N+1)\), and otherwise an emission. Let \(a\) be the mean number of absorptions before the electron first stands one rung lower. If the first event is an emission, no absorption is needed. If it is an absorption, one has occurred and two rungs must now be descended, so

\[
a=p\,(1+2a),\qquad a=\frac{p}{1-2p}=\frac{N/(2N+1)}{1/(2N+1)}=N .
\]

A descent by one rung needs one more emission than absorption, hence \(N+1\) emissions. For \(M\) rungs,

\[
n_{\rm em}=M(N+1),\qquad n_{\rm abs}=MN,\qquad n_{\rm em}-n_{\rm abs}=M .
\]

With \(M=12\) this gives 13.3 emissions and 1.3 absorptions. A hotter lattice raises both numbers and leaves their difference alone.

## How the energy is shared

The share follows from the power given to each kind of phonon. Let \(g(E)\propto\sqrt E\) be the density of states per volume for one spin, \(\rho\) the mass density, \(V\) the volume, and \(D\) the optical coupling, an energy per length. The number of valleys that the electron can reach is included in \(D^2\). The squared matrix element for emission is \(\hbar D^2(N+1)/(2\rho V\omega)\). The golden rule multiplies it by \(2\pi/\hbar\) and by the density \(Vg\) of final states:

\[
\Gamma_{\rm em}=\frac{\pi D^2}{\rho\,\omega}(N+1)\,g(E-\hbar\omega).
\]

Absorption has \(N\,g(E+\hbar\omega)\) instead. The net power is \(\hbar\omega\) times the difference of the rates:

\[
P_{\rm op}=\frac{\pi\hbar D^2}{\rho}\left[(N+1)g(E-\hbar\omega)-N g(E+\hbar\omega)\right]\approx\frac{\pi\hbar D^2}{\rho}\,g(E),
\]

where the last form holds for \(E\gg\hbar\omega\). The phonon energy has cancelled: softer phonons are emitted more often, but each carries less.

For acoustic phonons of wave number \(q\), \(D\) is replaced by \(\Xi q\), with \(\Xi\) the deformation potential. Their energy is small compared with \(E\), so the electron stays nearly on its energy sphere of radius \(k\). Scattering by an angle \(\theta\) gives \(q^2=2k^2(1-\cos\theta)\), whose mean over the sphere is \(2k^2\). The spontaneous part of the power is therefore

\[
P_0=\frac{\pi\hbar\,\Xi^2\,2k^2}{\rho}\,g(E)=\frac{\pi\hbar}{\rho}\,cE\,g(E),\qquad c=\frac{4m\Xi^2}{\hbar^2},
\]

because \(k^2=2mE/\hbar^2\).

Thermal emission and absorption reduce this power. Write the rate for a loss \(w\) as \((N_w+1)\,\kappa(E-w/2,w)\,g(E-w)\), and for a gain \(w\) as \(N_w\,\kappa(E+w/2,w)\,g(E+w)\). The kernel \(\kappa\) is taken at the midpoint because the squared matrix element is the same in both directions. To first order in the shifts, with primes for derivatives with respect to \(E\),

\[
P_{\rm ac}=\int w\left[\kappa g-(2N_w+1)\,w\left(\tfrac12\kappa' g+\kappa g'\right)\right]dw .
\]

For \(w\) not much above \(k_BT\), \(2N_w+1\approx2k_BT/w\). With \(A(E)=\int w\kappa\,dw\), so that \(P_0=Ag\),

\[
P_{\rm ac}=P_0-k_BT\,(A'g+2Ag')=P_0-\frac{k_BT}{g}\,(Ag^2)' .
\]

Since \(P_0\propto Eg\), \(A\propto E\) and \(Ag^2\propto E^2\). The derivative is then \(2Ag^2/E\), and

\[
P_{\rm ac}=P_0\left(1-\frac{2k_BT}{E}\right).
\]

A direct sum over inelastic transition rates, averaged from 0.3 to 0.9 eV, gives 0.993 times this formula.

The optical power has a similar correction. Expanding its square roots gives the factor \(1-(2N+1)\hbar\omega/(2E)\). At \(E=0.35\) eV the two reductions are 15% for acoustic and 10% for 60 meV phonons. They largely cancel in a ratio of powers, so both are dropped in the share.

Let the modes of fixed energy consist of a 60 meV optical group with coupling \(D_{60}\) and a 45 meV group with coupling \(D_{45}\) (in silicon a longitudinal acoustic intervalley phonon of large wave vector, treated here like an optical mode), and set \(B=D_{60}^2+D_{45}^2\). While the electron descends by \(dE\), the 60 meV group receives the fraction \(D_{60}^2/(B+cE)\) of it. Averaging over the descent from \(E_i\) to \(E_f=E_i-\Delta E\),

\[
s=\frac1{\Delta E}\int_{E_f}^{E_i}\frac{D_{60}^2}{B+cE}\,dE
=\frac{D_{60}^2}{c\,\Delta E}\ln\frac{B+cE_i}{B+cE_f}.
\]

## The numbers for a silicon-like drain

Take rough typical values: \(m=0.32\,m_e\), \(D_{60}=12\times10^8\) eV/cm, \(D_{45}=4\times10^8\) eV/cm and \(\Xi=9\) eV. Then

\[
B=(144+16)\times10^{16}=1.60\times10^{18}\ {\rm eV^2/cm^2},
\]

and \(c=1.36\times10^{17}\) eV/cm². Because \(cE\) is small compared with \(B\), the average is close to the integrand at the middle energy, 0.389 eV:

\[
s\approx\frac{1.44}{1.60+0.053}=0.87,\qquad n_{\rm em}-n_{\rm abs}\approx0.87\times11.7=10.2 .
\]

**For a lone electron with these couplings the answer is about ten; twelve is the limit of a single dominant path.** A heavily doped drain changes this strongly, as the last section shows.

A master equation for the electron energy, with both optical groups and inelastic acoustic scattering at a sound speed of 9 km/s, tests the estimate. Followed to equilibrium, it gives a net 10.1 phonons of 60 meV and a share of 0.865, against 0.871 from the formula. The 0.700 eV divides into 606 meV for the 60 meV group, 71 meV for the 45 meV group and 23 meV for acoustic phonons. With the 45 meV group removed and \(\Xi\) lowered to 0.9 eV, the count returns to 11.7.

Until the electron first falls below 60 meV, it emits 11.7 and absorbs 1.5 of the 60 meV phonons. That 11.7 is a gross count, and its agreement with \(\Delta E/\hbar\omega\) is accidental. The walk formula would give about 1.1 absorptions for a net descent of 10.2 quanta. It leaves out the density of final states, which favours absorption at low energy: at 90 meV the ratio of emission to absorption is \(10.2\sqrt{30/150}=4.6\), not 10.2. This stage of the descent takes 1.1 ps on average.

## How the count scales

At fixed share, the count is proportional to \(\Delta E\) and to \(1/\hbar\omega\). For \(s=1\), phonons of 55 meV would give 12.7 and phonons of 65 meV 10.8. A common factor in all squared couplings changes the cooling time but cancels in the share.

For \(\Delta E\) above about 0.3 eV, the growth with \(\Delta E\) is slightly slower than linear, because the acoustic power gains on the optical power as \(k^2\) grows. In the opposite limit, \(cE\gg B\) throughout the descent, the count becomes

\[
n_{\rm em}-n_{\rm abs}\approx\frac{D_{60}^2}{c\,\hbar\omega}\ln\frac{E_i}{E_f},
\]

which grows only logarithmically with the initial energy. The emission threshold and the thermal corrections, neglected here, matter at the low end of the descent and add a constant to the logarithm. The crossover \(E=B/c\) lies near 12 eV here, far outside the range of a parabolic band, so this limit describes other couplings rather than this electron.

At the other end, when \(\Delta E\) is comparable with \(\hbar\omega\), the emission threshold matters and the share formula becomes less accurate.

With the released energy and the couplings held fixed, heating the lattice from 300 to 400 K raises \(N\) from 0.109 to 0.213. The net count moves from 10.09 to 10.11.

## What a real drain changes

The couplings are known only roughly, and the share depends on them. Doubling \(D_{45}\) to \(8\times10^8\) eV/cm, with the rest fixed, gives \(s\approx1.44/(2.08+0.053)=0.68\) and a count near eight. A non-parabolic band with a rough coefficient of 0.5 per eV lowers the share formula merely from 0.871 to 0.865. It also raises the density of final states, so the descent takes less time than the 1.1 ps found for the parabolic band.

A residual field \(F\) heats the electron during its descent. If each collision randomizes the velocity, and the collision rate \(1/\tau\) is taken as constant at its value for 0.35 eV, the mean power gained is \(e^2F^2\tau/m\). With \(F=10\) kV/cm and \(1/\tau=23\) per ps, the gain in 1.1 ps is 26 meV, or 0.4 quanta. This is a rough estimate: the collision rate rises with energy, so the electron gains less from the field while it is fast and more when it is slow. This gain grows as \(F^2\): at 30 kV/cm and the same duration, the same estimate gives about four quanta. It assumes a random initial direction. An electron that enters along the force gains in addition about \(eF\) times its first free path, a term linear in \(F\). At 10 kV/cm this is about 25 meV, which doubles the gain; at 30 kV/cm it adds about one quantum. The phonon count found without a field therefore applies only after the electron has left the high-field region near the drain edge.

Impact ionization needs at least the gap energy, 1.12 eV, and hence, without a field, seven net absorptions from the start. On the ladder, the chance \(r\) of ever rising one rung obeys \(r=p+(1-p)r^2\). Its root below one is \(r=p/(1-p)=e^{-\hbar\omega/k_BT}\). Seven rungs have the chance \(r^7\approx9\times10^{-8}\), which is negligible even if the neglected density of states raises it considerably. This covers only the climb by phonon absorption. A residual field of tens of kV/cm spreads the electron energies and can make the gap energy far easier to reach, so impact ionization must then be estimated with the field included. Collisions between electrons also feed the high-energy tail and are not described here.

A drain doped to \(10^{20}\) cm⁻³ breaks the assumption of a lone electron. Its Fermi energy is about 74 meV at zero temperature, 0.6 quanta above \(3k_BT/2\). At 300 K the chemical potential is about 66 meV, so the lowest states are largely filled, and the mean electron energy is about 62 meV, 0.4 quanta above the thermal mean used here. More important, the hot electron shares energy with the other electrons, which this model does not describe. At this density the plasmon energy \(\hbar\omega_p\) is about 0.19 eV. The loss rate to the electron gas is of order \(\omega_p^2e^2/(4\pi\varepsilon v)\), with \(\varepsilon\) the permittivity and \(v\) the electron speed. At 0.5 eV this is about 14 eV/ps, against about 1 eV/ps to phonons. Most of the energy then goes first to the electron gas, and the hot electron itself emits only a few optical phonons. The count of ten applies to a lightly doped region. For each 0.1 eV passed to them, its own net count falls by about \(0.87\times0.1/0.060=1.5\). That energy also reaches the lattice in the end, but its division among the phonons may differ.

The numerical output below lists the inputs and results.

## Calculated quantities

```
released energy: 0.70 eV; phonon: 60 meV
ideal net count dE/w: 11.67
ideal count for 55 meV: 12.7; 65 meV: 10.8
temperature: 300 K; kT: 25.85 meV
thermal mean energy 3kT/2: 38.8 meV
start energy above band edge: 0.739 eV
occupation N at 300 K: 0.1089; at 400 K: 0.2127
ratio (N+1)/N at 300 K: 10.18
walk formula for dE/w quanta, emitted: 12.94
walk formula for dE/w quanta, absorbed: 1.27
walk solved for 12 quanta, emitted: 13.306
walk solved for 12 quanta, absorbed: 1.306
mass: 0.32 m_e; density: 2.33 g/cm3
coupling 60 meV group: 12e8 eV/cm
coupling 45 meV group: 4e8 eV/cm
deformation potential: 9 eV; sound: 9 km/s
acoustic power, rates over formula: 0.993
net 60 meV phonons, full model: 10.09
net 45 meV phonons, full model: 1.58
energy to 60 meV group: 606 meV
energy to 45 meV group: 71 meV
energy to acoustic phonons: 23 meV
share of 60 meV group, full model: 0.865
share of 60 meV group, formula: 0.871
net count from share formula: 10.17
net count, 60 meV group and weak acoustic only: 11.67
net 60 meV phonons at 400 K: 10.11
emitted 60 meV phonons until E < 60 meV: 11.66
absorbed 60 meV phonons until E < 60 meV: 1.49
mean time until E < 60 meV: 1.10 ps
total scattering rate at 0.35 eV: 23.0 per ps
residual field: 10 kV/cm
energy gained from field: 26 meV
field gain in 60 meV quanta: 0.44
gap energy: 1.12 eV; net absorptions to reach it: 7
chance of that climb (constant density of states): 8.8e-08
drain doping: 1e+20 cm^-3; Fermi energy: 74 meV
Fermi energy less 3kT/2, in quanta: 0.59
non-parabolicity: 0.5 per eV; share then: 0.865
```
